The Fröhlich coupling constant of an electron in a hafnia-like oxide

**Setting**

An extra electron moves in a polar oxide. Its band is parabolic and isotropic, with band mass m = 0.3 electron masses; this is the mass with the ions held still. The electronic permittivity is ε∞ = 5 and the static permittivity is εs = 20. One dispersionless polar phonon branch couples to the electron, with quanta of energy 0.070 eV. The numbers are round model values. The permittivities and phonon energy are roughly in the range of hafnia in a memory capacitor; the mass is discussed in (g).

Algebra is in atomic units (ħ = e = electron mass = 4πε₀ = 1), so ω denotes both a frequency and an energy. The crystal has volume Ω, and

H = p²/2m + Σ ω b_k†b_k + Σ (V_k b_k e^{ik·r} + h.c.),

where sums run over wavevectors k. Write κ = 1/ε∞ − 1/εs.

**(a) Find |V_k|² from the two permittivities.**

*Answer.* Place two static unit charges a distance r apart. Their interaction is 1/(ε∞r) if the ions are frozen and 1/(εs r) if they relax. The lattice therefore contributes the difference, −κ/r.

The Hamiltonian must give the same result. For static charges at r₁ and r₂, let ρ_k = e^{ik·r₁} + e^{ik·r₂}. Completing the square for each mode gives

ω b†b + Vρb + V\*ρ\*b† = ω(b† + Vρ/ω)(b + V\*ρ\*/ω) − |V|²|ρ|²/ω.

The shifted operators obey the same commutation rules, so the ground-state energy moves by −|V|²|ρ|²/ω. Since |ρ_k|² = 2 + 2cos(k·r), the part that depends on the separation is

−Σ 2|V_k|² cos(k·r)/ω.

The Fourier series of the Coulomb potential is 1/r = (1/Ω) Σ (4π/k²) cos(k·r). Matching to −κ/r requires 2|V_k|²/ω = 4πκ/(Ωk²), so

|V_k|² = 2πκω/(Ωk²).

**(b) Is ω the transverse or the longitudinal optical energy?**

*Answer.* For one undamped lattice oscillator with transverse frequency ω_T,

ε(w) = ε∞ + (εs − ε∞)ω_T²/(ω_T² − w²) = ε∞(ω_L² − w²)/(ω_T² − w²),

where collecting the numerator gives ω_L² = ω_T² εs/ε∞. The potential of a charge is screened by 1/ε:

1/ε(w) = (1/ε∞)[1 − (ω_L² − ω_T²)/(ω_L² − w²)].

Because ω_T²/ω_L² = ε∞/εs, we have (ω_L² − ω_T²)/ε∞ = ω_L²(1/ε∞ − 1/εs) = κω_L², and

1/ε(w) = 1/ε∞ − κω_L²/(ω_L² − w²).

The lattice response to a charge has its pole at ω_L and static strength κ. Thus ω is the longitudinal (LO) energy, and 0.070 eV is read that way. The implied transverse energy is 0.070 √(5/20) = 0.035 eV.

The same strength follows from the loss function, since (2/π)∫ Im(−1/ε) dw/w = κ. Evaluated numerically with a damping of 0.02ω_L, the integral gives 0.15000.

**(c) The dimensionless constant α is defined by |V_k|² = 4πα r_p ω²/(Ωk²), with r_p = 1/√(2mω). Derive α and evaluate it.**

*Answer.* Equating the two forms of |V_k|² gives 2πκω = 4πα r_p ω², hence

α = κ/(2ωr_p) = κ√(2mω)/(2ω) = κ√(m/2ω).

In SI units, with ω an angular frequency and m in kilograms, this reads α = (e²/4πε₀ħ) κ √(m/2ħω). The numbers are

κ = 1/5 − 1/20 = 0.15,

ω = 0.070 eV = 0.0025725 hartree,

m/2ω = 58.310, with square root 7.6361,

α = 0.15 × 7.6361 = 1.145, or 1.15 to two decimals.

The length r_p, called the polaron radius, is 13.5 Å (1.35 nm).

The inputs do not matter equally. Differentiating ln α gives

dα/α = ½ dm/m − ½ dω/ω − (1/(κε∞)) dε∞/ε∞ + (1/(κεs)) dεs/εs.

The last two coefficients are 0.2/0.15 = 1.33 and 0.05/0.15 = 0.33. A 10 percent rise in ε∞ alone lowers α by about 12 percent (13 percent in this linear estimate), so the third digit of α describes the stated inputs and not a material. If εs approaches ε∞, the ions no longer screen and α vanishes.

Had 0.070 eV been the transverse energy, ω would be 0.140 eV and α would be 0.81.

**(d) To second order in V_k, find the energy at rest, the mean phonon number and the effective mass.**

*Answer.* An electron of momentum p emits a phonon k and recoils to p − k. The energy cost is

ω + (p − k)²/2m − p²/2m = ω + k²/2m − p·k/m.

Set x = k r_p and q = p r_p, and let c be the cosine of the angle between p and k. Since 1/r_p² = 2mω, the cost is ω(1 + x² − 2qxc). The sum over modes becomes

Σ|V_k|² (…) = (Ω/8π³)∫4πk² dk |V_k|² ⟨…⟩ = (κω/πr_p)∫dx ⟨…⟩ = (2αω²/π)∫dx ⟨…⟩,

where ⟨…⟩ averages over c and the last step uses κ = 2αωr_p.

At rest, q = 0, and

E₂ = −(2αω/π)∫₀^∞ dx/(1 + x²) = −αω = −0.080 eV.

This equals −κ/(2r_p), half the lattice part of a Coulomb energy at distance r_p.

The phonon number is the sum of the squared first-order amplitudes. With x = tan θ,

N = (2α/π)∫dx/(1 + x²)² = (2α/π)∫₀^{π/2} cos²θ dθ = (2α/π)(π/4) = α/2 = 0.57.

For the mass, expand in q. Terms odd in c average to zero and ⟨c²⟩ = 1/3, so

⟨1/(1 + x² − 2qxc)⟩ = 1/(1 + x²) + (4q²/3) x²/(1 + x²)³ + O(q⁴).

The same substitution gives ∫x²dx/(1 + x²)³ = ∫sin²θ cos²θ dθ = π/16. Therefore

E₂(p) = −αω(1 + q²/6 + …).

The bare kinetic energy is p²/2m = ωq², so the total is −αω + (1 − α/6)p²/2m. The kinetic factor is 0.8091. To first order in α,

m\* = m(1 + α/6) = 0.357.

Dividing 0.3 by 0.8091 would give 0.371. The difference is of order α², which this calculation does not determine, so the third digit carries no meaning: the mass is fixed only to roughly 0.36 to 0.37. Direct integration at q = 0.05 gives the factor 0.8089. The small deficit is the next term of the expansion: with ⟨c⁴⟩ = 1/5 and ∫x⁴dx/(1 + x²)⁵ = 3π/256, the bracket gains 3q⁴/40, which lowers the factor by 3αq²/40 = 0.0002.

These few terms become inaccurate as q approaches 1, where the bare electron has enough energy to emit a real phonon.

**(e) Since α exceeds 1, is second order adequate for the energy at rest?**

*Answer.* Compute the next order. Use ω and r_p as units, and write D₁ = 1 + k₁² for the cost of one phonon and D₁₂ = 2 + |k₁ + k₂|² for that of two. Eliminating all states with phonons from the eigenvalue equation gives, up to four powers of V,

E = −Σ|V₁|²/(D₁ − E) − ΣΣ (|V₁|²|V₂|²/D₁₂)[1/D₁² + 1/(D₁D₂)].

In the double sum phonon 1 is emitted, then phonon 2. Either phonon 2 is absorbed first, leaving cost D₁ again, or phonon 1 is, leaving D₂. Three negative energy denominators give the minus sign.

In the first sum, 1/(D₁ − E) = 1/D₁ + E/D₁² + …, with E = −α at leading order. The second piece contributes +αN = α²/2.

The double sum needs the angular average of 1/D₁₂:

A(x,y) = ½∫₋₁¹ dc/(2 + x² + y² + 2xyc) = (1/4xy) ln{[2 + (x + y)²]/[2 + (x − y)²]}.

Each mode sum supplies a factor 2α/π, so

E₄ = α²ω { ½ − (4/π²)∫∫dx dy A(x,y)[1/(1 + x²)² + 1/((1 + x²)(1 + y²))] }.

Numerical integration gives −0.0159 for the brace. Here E₄ = −0.0015 eV, which is 1.8 percent of E₂. The two contributions nearly cancel, so the energy correction is small although N is not. This does not bound the higher orders, nor does it give the error of the mass.

**(f) How do temperature and the finite lattice constant change the energy at rest?**

*Answer.* Let each mode hold n = 1/(e^{ω/k_BT} − 1) phonons. Emission is enhanced by n + 1. Absorption, with weight n, has the energy denominator ω − k²/2m. To second order the shift is

−(n + 1)αω + (2αωn/π) P∫₀^∞ dx/(1 − x²).

The principal value P vanishes: substituting x = 1/u maps the range above 1 onto the range below 1 with opposite sign.

Absorption still limits the lifetime. The golden rule gives the level width (ħ times the rate)

Γ = 2πn Σ|V_k|² δ(k²/2m − ω) = 2πn(2αω/π)∫dx δ(x² − 1) = 2αωn,

because the last integral is ½. At 300 K, n = 0.0715, the shift is −0.086 eV and Γ = 0.011 eV. At 358 K (85 °C), n = 0.115, the shift is −0.089 eV and Γ = 0.018 eV.

For the lattice, stop the zero-temperature integral at k_c = π/a with a roughly 5.1 Å. This multiplies E₂ by (2/π)arctan(k_c r_p). With k_c r_p = 8.30 the factor is 0.924, a loss of 8 percent. The spherical cutoff estimates the size of the effect; it is not a calculation for the real Brillouin zone. The sphere lies inside the cubic zone of the same a, so it overstates the loss: averaging the factor over that cube gives about 6 percent.

**(g) How far can these results be applied to a real hafnia memory capacitor?**

*Answer.* The permittivities and phonon energy are plausible rough values for hafnia, but the mass is light for a conduction band built largely from hafnium d states. A mass near 1 may be closer. With κ and ω fixed, that raises α to 2.09 and shrinks r_p by √(1/0.3) to about 7.4 Å, about one and a half lattice constants, so the continuum description weakens as well. Hafnia also has several polar modes. If κ is shared equally between LO energies of 0.070 and 0.035 eV at fixed mass, the two constants are 0.573 and 0.810. Their sum rises to 1.38, while the energy, −Σα_iω_i, weakens to −0.068 eV. For this split the heavier mass moves α more. The equal split and the second energy are arbitrary choices; since each α_i scales as κ_i/√ω_i, more weight in a lower mode raises the sum further.

Anisotropy matters less in the case tried. For masses 0.2, 0.2 and 0.675, whose geometric mean is still 0.3, k²/2m becomes k²/2μ, where μ depends on direction. The radial integral is proportional to √μ, and its directional average reduces |E₂| by 3 percent.

The field is more serious. The field that supplies one phonon energy across one radius is

F = ω/r_p = 0.070 eV/13.47 Å = 0.52 MV/cm.

At 1 MV/cm, taken as an example, the drop across r_p is 0.135 eV, nearly two phonon energies. For mass 1 the radius is smaller and the drop is 0.074 eV, still about one phonon energy. The zero-field polaron then cannot be assumed to describe a carrier in such a field. This compares scales; it is not a mobility or breakdown calculation.

A 10 nm film with hard walls adds a confinement energy π²/(2mL²) = 0.0125 eV, which is 18 percent of ω. This is the size of the confinement energy at zero field only. It leaves out image charges in the electrodes, and a field of 1 MV/cm drops 1 eV across the film, so it does not measure the full effect of thickness in a working device.

Free carriers must also be dilute. Their plasmon energy follows from ω_p² = 4πN_c/(ε∞m), with N_c the carrier density, and reaches ω at 5.3 × 10¹⁸ cm⁻³. Near that density the carriers and the lattice respond on the same time scale, and a coupling built from the lattice alone is insufficient.

The value 1.15 is therefore sound for the stated one-mode model. Applying the model to hafnia requires at least a band mass and mode strengths for the actual phase, a weak field and a low density of free carriers. The Hamiltonian also contains only the long-range polar coupling of a perfect crystal; short-range coupling that can self-trap the electron and trapping at defects lie outside it. Treating the carrier as a polaron with a sharp energy also requires a level width well below k_BT. For mass 1 at 358 K that condition fails: the width 2αωn from (f) is 0.034 eV, while k_BT is 0.031 eV. It is not well met for mass 0.3 either: the width is 0.44 k_BT at 300 K and 0.60 k_BT at 358 K. These widths are for a carrier at rest; thermal carriers with energy above ω also emit phonons, which makes the average width larger. The numerical output below lists the main values.

Numbers as computed

```
band mass = 0.3 electron masses
LO phonon energy = 0.070 eV
LO phonon energy = 0.0025725 hartree
electronic permittivity = 5
static permittivity = 20
kappa = 0.1500
mass/(2 omega) = 58.310 atomic units
square root of that = 7.6361
alpha = 1.1454
alpha from SI constants = 1.1454
kappa from loss integral = 0.15000
TO phonon energy implied = 0.0350 eV
polaron radius = 25.454 bohr
polaron radius = 13.47 angstrom = 1.347 nm
second-order energy = -0.0802 eV
energy/omega by quadrature = -1.1454
mean phonon number = 0.573
kinetic factor by quadrature = 0.8089
1 - alpha/6 = 0.8091
polaron mass, first order = 0.357
fourth-order coefficient = -0.0159
fourth-order energy = -0.00146 eV
fourth/second order = 1.82 percent
lattice constant, rough = 5.1 angstrom
cutoff times radius = 8.30
energy factor from cutoff = 0.924
phonon occupation at 300 K = 0.0715
phonon occupation at 358 K = 0.1153
level shift at 300 K = -0.0859 eV
level shift at 358 K = -0.0894 eV
level width at 300 K = 0.0115 eV
level width at 358 K = 0.0185 eV
anisotropic masses = 0.2, 0.2, 0.675
energy factor from anisotropy = 0.9687
two modes: alphas = 0.5727, 0.8099
two modes: sum of alphas = 1.3826
two modes: energy = -0.0684 eV
alpha for mass 1 = 2.091
LO energy if 0.070 eV were TO = 0.140 eV
alpha if 0.070 eV were TO = 0.810
field scale omega/radius = 0.520 MV/cm
working field, rough = 1.0 MV/cm
energy drop over radius at that field = 0.135 eV
film thickness, rough = 10 nm
confinement energy in film = 0.0125 eV
density with plasmon at omega = 5.33e+18 cm^-3
```
